# Converging the Intrinsic Hall Conductivity Across Spikes of Berry Curvature: a program that tests the result

```python
# Result under test: the intrinsic Hall conductivity of a 2D crystal,
#   sigma_xy = -(e^2/h) (1/2 pi) * integral of sum_n f_n Omega_n d2k,
# obtained on one certified adaptive mesh in two ways: Gauss quadrature of the
# Kubo curvature, and plaquette fluxes of the projector on the lowest N bands.
# Model: graphene with exchange field and Rashba hopping (four bands).
# Units: energy eV, length nm, wave vector 1/nm, conductivity e^2/h.
# Omega_n = -2 Im <d_x u_n | d_y u_n>; electron charge is -e.
import numpy as np
from scipy import constants as const
from scipy.special import expit

hop, bond, exchange, rashba, fermi = 2.7, 0.142, 0.040, 0.004, 0.015
lifetime_ps, second_hop = 0.3, 0.1          # rough values for size estimates
lam = 1.5 * rashba                          # low-energy Rashba strength
speed = 1.5 * hop * bond                    # hbar*v in eV nm
angles = np.deg2rad([90, 210, 330])
unit = np.column_stack([np.cos(angles), np.sin(angles)])
delta = bond * unit
lattice = np.array([delta[0] - delta[1], delta[0] - delta[2]])
B = 2 * np.pi * np.linalg.inv(lattice).T    # rows: reciprocal vectors
zone_area = np.linalg.det(B)
valleys = [(B[0] + 2 * B[1]) / 3, (2 * B[0] + B[1]) / 3]
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
blocks = np.array([-hop * np.eye(2) + 1j * rashba * (sx * u[1] - sy * u[0])
                   for u in unit])
S = 2**20                                   # integer coordinates per zone edge
lipschitz = 2 * bond * np.hypot(hop, rashba)  # bound on the norm of dH/dk
half_diagonal = np.linalg.norm(B[0]) * np.sqrt(3) / 2
safety = 0.25                               # allowed (level shift)/(gap)
rng = np.random.default_rng(1)


def dagger(m):
    return m.conj().swapaxes(-1, -2)


def bloch(k, axis=None):
    """Hamiltonian (axis None) or its derivative along axis 0 or 1."""
    p = np.exp(1j * k @ delta.T)
    if axis is not None:
        p = 1j * p * delta[:, axis]
    ab = np.einsum('kj,jab->kab', p, blocks)
    h = np.zeros((len(k), 4, 4), complex)
    h[:, :2, 2:] = ab
    h[:, 2:, :2] = dagger(ab)
    if axis is None:
        h += np.diag([exchange, -exchange, exchange, -exchange])
    return h


def pair_curvature(k):
    """Energies and C[n,m], the part of Omega_n that comes from band m."""
    e, v = np.linalg.eigh(bloch(k))
    x = dagger(v) @ bloch(k, 0) @ v
    y = dagger(v) @ bloch(k, 1) @ v
    d = e[:, :, None] - e[:, None, :]
    d[:, range(4), range(4)] = np.inf
    return e, -2 * np.imag(x * y.swapaxes(1, 2)) / d**2


def cumulative_curvature(k):
    """Curvature of the lowest N bands together, N = 1, 2, 3."""
    out = []
    for start in range(0, len(k), 40000):
        c = pair_curvature(k[start:start + 40000])[1]
        out.append(np.stack([c[:, :n, n:].sum((1, 2)) for n in (1, 2, 3)], 1))
    return np.concatenate(out)


def to_k(i, j):
    return (np.asarray(i)[..., None] * B[0] + np.asarray(j)[..., None] * B[1]) / S


def uniform_cells(n):
    g = np.arange(n) * (S // n)
    i, j = np.meshgrid(g, g, indexing='ij')
    return np.column_stack([i.ravel(), j.ravel(), np.full(n * n, S // n)])


def children(cells):
    kids = np.repeat(cells, 4, axis=0)
    kids[:, 2] //= 2
    shift = np.tile([[0, 0], [1, 0], [1, 1], [0, 1]], (len(cells), 1))
    kids[:, :2] += shift * kids[:, 2:]
    return kids


def certified_mesh(mu, eta=np.inf):
    """Split until Weyl's inequality certifies gaps and Fermi-line cells."""
    cells, leaves = uniform_cells(16), []
    while len(cells):
        half = cells[:, 2] / 2
        e = np.linalg.eigvalsh(bloch(to_k(cells[:, 0] + half, cells[:, 1] + half)))
        reach = lipschitz * half_diagonal * cells[0, 2] / S
        low = (e < mu - reach).sum(1)
        high = (e < mu + reach).sum(1)
        split = (high > low) & (reach > eta)
        for n in (1, 2, 3):
            small = e[:, n] - e[:, n - 1] < reach / safety
            split |= (low <= n) & (n <= high) & small
        leaves.append(cells[~split])
        cells = children(cells[split])
    return np.concatenate(leaves)


def kubo_flux(cells, order):
    x, w = np.polynomial.legendre.leggauss(order)
    x, w = (x + 1) / 2, w / 2
    gx, gy = [g.ravel() for g in np.meshgrid(x, x)]
    size = cells[:, 2:]
    k = to_k(cells[:, :1] + size * gx, cells[:, 1:2] + size * gy)
    om = cumulative_curvature(k.reshape(-1, 2)).reshape(len(cells), -1, 3)
    return np.einsum('cgn,g->cn', om, np.outer(w, w).ravel()) \
        * zone_area * (size / S)**2


def corner_points(cells):
    return (cells[:, :1] + cells[:, 2:] * np.array([0, 1, 1, 0]),
            cells[:, 1:2] + cells[:, 2:] * np.array([0, 0, 1, 1]))


def link_flux(cells, conforming=True):
    """Plaquette fluxes for N = 1, 2, 3 and the number of vertices used."""
    cx, cy = corner_points(cells)
    vertices = np.unique((cx % S) * S + cy % S)
    seg = np.stack([np.repeat(np.arange(len(cells)), 4), cx.ravel(), cy.ravel(),
                    np.roll(cx, -1, 1).ravel(), np.roll(cy, -1, 1).ravel()])
    done = []
    while seg.shape[1]:
        mx, my = (seg[1] + seg[3]) // 2, (seg[2] + seg[4]) // 2
        hit = np.zeros(seg.shape[1], bool)
        if conforming:                      # cut edges at hanging vertices
            hit = np.isin((mx % S) * S + my % S, vertices)
        done.append(seg[:, ~hit])
        s, mx, my = seg[:, hit], mx[hit], my[hit]
        seg = np.concatenate([np.stack([s[0], s[1], s[2], mx, my]),
                              np.stack([s[0], mx, my, s[3], s[4]])], axis=1)
    seg = np.concatenate(done, axis=1)
    code = np.concatenate([seg[1] * 2 * S + seg[2], seg[3] * 2 * S + seg[4]])
    points, where = np.unique(code, return_inverse=True)
    v = np.linalg.eigh(bloch(to_k(points // (2 * S), points % (2 * S))))[1]
    m = seg.shape[1]
    overlap = dagger(v[where[:m]]) @ v[where[m:]]
    flux = []
    for n in (1, 2, 3):
        phase = np.angle(np.linalg.det(overlap[:, :n, :n]))
        total = np.bincount(seg[0], phase, minlength=len(cells))
        flux.append(-((total + np.pi) % (2 * np.pi) - np.pi))
    return np.stack(flux, 1), len(points)


def occupied_fraction(cells, mu):
    """Area fraction below mu for each band, linear on two triangles."""
    cx, cy = corner_points(cells)
    e = np.linalg.eigvalsh(bloch(to_k(cx, cy).reshape(-1, 2))).reshape(-1, 4, 4)
    result = 0
    for tri in ([0, 1, 2], [0, 2, 3]):
        a, b, c = np.moveaxis(np.sort(e[:, tri], axis=1), 1, 0)
        with np.errstate(all='ignore'):
            lower = (mu - a)**2 / ((b - a) * (c - a))
            upper = 1 - (c - mu)**2 / ((c - a) * (c - b))
        result = result + np.select([mu <= a, mu <= b, mu < c],
                                    [0 * a, lower, upper], 1.0) / 2
    return result


def hall(flux, w):
    return -np.sum((w[:, :3] - w[:, 1:]) * flux) / (2 * np.pi)


def difference_refined(tol):
    """Usual refinement: accept a cell when parent and children agree."""
    cells, total, used = uniform_cells(16), 0.0, 0
    value = kubo_flux(cells, 2)[:, 1]
    while len(cells):
        kids = children(cells)
        kid_value = kubo_flux(kids, 2)[:, 1].reshape(-1, 4)
        ok = abs(kid_value.sum(1) - value) < tol
        total += kid_value[ok].sum()
        used += 4 * ok.sum()
        cells = kids.reshape(-1, 4, 3)[~ok].reshape(-1, 3)
        value = kid_value[~ok].ravel()
    return -total / (2 * np.pi), used


# --- low-energy levels, gap, norm bound --------------------------------------
ring = exchange * np.sqrt((2 * lam**2 + exchange**2)
                          / (lam**2 + exchange**2)) / speed
for K in valleys:
    k = K + ring * np.array([[0.3, 0.2], [0.9, -0.4], [-0.8, 1.1]])
    eps2 = (hop * abs(np.exp(1j * k @ delta.T).sum(1)))**2
    root = 2 * np.sqrt(lam**4 + eps2 * (lam**2 + exchange**2))
    base = exchange**2 + 2 * lam**2 + eps2
    hi, lo = np.sqrt(base + root), np.sqrt(base - root)
    formula = np.stack([-hi, -lo, lo, hi], 1)
    assert np.allclose(np.linalg.eigvalsh(bloch(k)), formula, rtol=0, atol=2e-4)
theta = np.arange(24) * 2 * np.pi / 24
rays = np.column_stack([np.cos(theta), np.sin(theta)])
radii = np.linspace(0.5, 1.5, 401) * ring
gap = np.inf
for K in valleys:
    e = np.linalg.eigvalsh(bloch((K + radii[:, None, None] * rays).reshape(-1, 2)))
    gap = min(gap, (e[:, 2] - e[:, 1]).min())
gap_formula = 2 * exchange * lam / np.hypot(exchange, lam)
assert abs(gap / gap_formula - 1) < 0.03    # lattice corrections of order q*bond

kr = rng.random((4000, 2)) @ B
ang = rng.random(4000) * 2 * np.pi
slope = (np.cos(ang)[:, None, None] * bloch(kr, 0)
         + np.sin(ang)[:, None, None] * bloch(kr, 1))
largest_slope = np.linalg.norm(slope, 2, axis=(1, 2)).max()
assert largest_slope <= lipschitz * (1 + 1e-12)

# --- Kubo curvature against finite differences of projectors -----------------


def projector(k, n=2):
    v = np.linalg.eigh(bloch(k))[1][:, :, :n]
    return v @ dagger(v)


kt = valleys[0] + ring * rays[[1, 7, 16]]
step = 1e-5
dpx = (projector(kt + [step, 0]) - projector(kt - [step, 0])) / (2 * step)
dpy = (projector(kt + [0, step]) - projector(kt - [0, step])) / (2 * step)
direct = np.real(1j * np.trace(projector(kt) @ (dpx @ dpy - dpy @ dpx),
                               axis1=1, axis2=2))
peak = cumulative_curvature(kt)[:, 1]
assert np.allclose(direct, peak, rtol=1e-4)

# --- anomalous velocity from the time-dependent Schroedinger equation --------
target = kt[0]
duration, steps = 100 / gap, 6000
dt = duration / steps


def final_slope(rate):
    """<dH/dk_x> at the target after a slow, smoothly started drift in k_y."""
    def path(t):
        g = t / 2 - duration / (2 * np.pi) * np.sin(np.pi * t / duration)
        return np.column_stack([np.full(len(t), target[0]),
                                target[1] - rate * (duration / 2 - g)])
    psi = np.linalg.eigh(bloch(path(np.zeros(1))))[1][0, :, 1]
    e, v = np.linalg.eigh(bloch(path((np.arange(steps) + 0.5) * dt)))
    for u in (v * np.exp(-1j * e * dt)[:, None, :]) @ dagger(v):
        psi = u @ psi
    return np.real(psi.conj() @ bloch(target[None], 0)[0] @ psi)


rate = 0.01 * gap**2 / speed
omega_dynamic = -(final_slope(rate) - final_slope(-rate)) / (2 * rate)
omega_band2 = pair_curvature(target[None])[1][0, 1].sum()
assert abs(omega_dynamic / omega_band2 - 1) < 0.01  # finite drift rate

# --- insulator: Fermi level in the gap ---------------------------------------
mesh0 = certified_mesh(0.0)
plaq0, vertices0 = link_flux(mesh0)
loose0 = link_flux(mesh0, conforming=False)[0]
sigma_plaq0 = -plaq0[:, 1].sum() / (2 * np.pi)
sigma_loose0 = -loose0[:, 1].sum() / (2 * np.pi)
chern = -round(sigma_plaq0)
kubo0 = {p: kubo_flux(mesh0, p) for p in (1, 2, 3)}
err0 = {p: abs(-f[:, 1].sum() / (2 * np.pi) + chern) for p, f in kubo0.items()}
assert abs(chern) == 2 and abs(sigma_plaq0 + chern) < 1e-9
assert abs(sigma_loose0 + chern) > 1e-8     # hanging vertices spoil the integer
assert err0[3] < 1e-4 and err0[3] < err0[1] / 10
ratio = safety / (1 - 2 * safety)
x_edge = 2 * ratio / np.sqrt(3)
flux_bound = 8 / np.sqrt(3) * ratio**2 + 8 * np.arcsin(x_edge**2 / 2)
largest_flux = abs(plaq0[:, 1]).max()
assert largest_flux < flux_bound < np.pi

pick = rng.choice(len(mesh0), 300, replace=False)
px, py = corner_points(mesh0[pick])
pr = projector(to_k(px, py).reshape(-1, 2)).reshape(-1, 4, 4, 4)
ev = np.linalg.eigvals(pr[:, 0] @ pr[:, 1] @ pr[:, 2] @ pr[:, 3])
order = np.argsort(-abs(ev), axis=1)[:, :2]
prod = np.take_along_axis(ev, order, 1).prod(1)
assert np.allclose(prod / abs(prod), np.exp(-1j * loose0[pick, 1]), atol=1e-9)

uniform = []
for n in (64, 128, 256):
    cells = uniform_cells(n)
    a = -kubo_flux(cells, 1)[:, 1].sum() / (2 * np.pi)
    b = -link_flux(cells, conforming=False)[0][:, 1].sum() / (2 * np.pi)
    assert abs(b - round(b)) < 1e-9
    uniform.append((n, a, b))
naive = [(tol,) + difference_refined(tol) for tol in (5e-2, 1e-4)]

# --- metal: polar reference with exact Fermi radii ---------------------------
theta = np.arange(48) * 2 * np.pi / 48
rays = np.column_stack([np.cos(theta), np.sin(theta)])


def band3(k):
    c = cumulative_curvature(k)
    return c[:, 2] - c[:, 1]


def fermi_radius(K, mu, outside):
    below, above = np.full(48, ring), np.full(48, outside)
    for _ in range(50):
        mid = (below + above) / 2
        full = np.linalg.eigvalsh(bloch(K + mid[:, None] * rays))[:, 2] < mu
        below, above = np.where(full, mid, below), np.where(full, above, mid)
    return (below + above) / 2


def polar_reference(mu):
    x, w = np.polynomial.legendre.leggauss(40)
    flux, area, jump, mean_q = 0.0, 0.0, np.zeros(2), np.zeros(2)
    for K in valleys:
        qs = [fermi_radius(K, mu, 0.0), fermi_radius(K, mu, 0.3)]
        width = (qs[1] - qs[0]) / 2
        q = (qs[1] + qs[0])[:, None] / 2 + width[:, None] * x
        om = band3((K + q[..., None] * rays[:, None]).reshape(-1, 2)).reshape(q.shape)
        flux += 2 * np.pi * np.mean((om * q) @ w * width)
        area += np.pi * np.mean(qs[1]**2 - qs[0]**2)
        for s in (0, 1):
            jump[s] += np.mean(abs(band3(K + qs[s][:, None] * rays)) * qs[s]**2)
            mean_q[s] += qs[s].mean() / 2
    return -chern - flux / (2 * np.pi), area / (4 * np.pi**2), jump, mean_q


sigma_ref, density_ref, jump, q_fermi = polar_reference(fermi)
table = []
for eta in (4e-3, 2e-3, 1e-3, 0.5e-3):
    mesh = certified_mesh(fermi, eta)
    w = occupied_fraction(mesh, fermi)
    f, nv = link_flux(mesh)
    table.append((eta, len(mesh), nv, hall(kubo_flux(mesh, 3), w), hall(f, w)))
density = np.sum(w[:, 2] * (mesh[:, 2] / S)**2) * zone_area / (4 * np.pi**2)
assert abs(density / density_ref - 1) < 1e-3
for column in (3, 4):
    err = np.array([abs(row[column] - sigma_ref) for row in table])
    assert err[-1] < 5e-4 and err[-1] < err.max() / 8

# --- sizes of neglected effects ----------------------------------------------
kB = const.k / const.e
damping = const.hbar / const.e / (lifetime_ps * 1e-12)


def warm_hall(temperature, gamma=0.0):
    edges = np.concatenate([np.linspace(0, 0.2, 81), np.geomspace(0.2, 1.5, 16)[1:]])
    x, wx = np.polynomial.legendre.leggauss(6)
    h = np.diff(edges)[:, None] / 2
    q, wq = (edges[:-1, None] + h + h * x).ravel(), (h * wx).ravel()
    full = np.array([1.0, 1.0, 0.0, 0.0])
    total = 0.0
    for K in valleys:
        e, c = pair_curvature((K + q[:, None, None] * rays[::2]).reshape(-1, 2))
        f = expit((fermi - e) / (kB * temperature))
        d2 = (e[:, :, None] - e[:, None, :])**2
        d2[:, range(4), range(4)] = 1.0
        change = ((f[:, :, None] - f[:, None, :]) * d2 / (d2 + gamma**2)
                  - (full[:, None] - full[None, :]))
        value = np.sum(change * c, axis=(1, 2)) / 2   # each pair counted once
        total += 2 * np.pi * (value.reshape(len(q), -1).mean(1) * q) @ wq
    return -chern - total / (2 * np.pi)


cold, hot, damped = warm_hall(4.0), warm_hall(300.0), warm_hall(4.0, damping)
assert abs(cold - sigma_ref) < 0.01         # thermal shift at 4 K is small

quantum = const.e**2 / const.h * 1e6
print(f"hopping {hop} eV, bond {bond} nm")
print(f"exchange {exchange*1e3:.1f} meV, Rashba hopping {rashba*1e3:.1f} meV")
print(f"Fermi level {fermi*1e3:.1f} meV, hbar*v {speed:.4f} eV nm")
print(f"gap: lattice {gap*1e3:.3f} meV, formula {gap_formula*1e3:.3f} meV")
print(f"ring radius {ring:.4f} 1/nm, zone edge {np.linalg.norm(B[0]):.2f} 1/nm")
print(f"norm bound L {lipschitz:.4f}, largest sampled {largest_slope:.4f} eV nm")
print(f"two-band curvature on ring {peak[0]:.1f} nm^2")
print(f"band-2 curvature: Kubo {omega_band2:.2f}, dynamics {omega_dynamic:.2f} nm^2")
print("INSULATOR (Fermi level in gap), sigma_xy in e^2/h")
print(f"Chern number {chern}; cells {len(mesh0)}, vertices {vertices0}")
print(f"finest cells per zone edge {S//mesh0[:, 2].min()}")
print(f"plaquettes, edges cut at hanging vertices {sigma_plaq0:.10f}")
print(f"plaquettes, edges not cut {sigma_loose0:.10f}")
for p in (1, 2, 3):
    print(f"Kubo, {p}x{p} Gauss points per cell: error {err0[p]:.2e}")
print(f"largest plaquette flux {largest_flux:.3f} rad, bound {flux_bound:.3f} rad")
for n, a, b in uniform:
    print(f"uniform {n}x{n}: Kubo {a:.5f}, plaquettes {b:.5f}")
for tol, s, used in naive:
    print(f"parent-child rule, tol {tol:.0e} rad: {s:.5f}, cells {used}")
print("METAL, sigma_xy in e^2/h")
for eta, nc, nv, a, b in table:
    print(f"eta {eta*1e3:.1f} meV: cells {nc}, vertices {nv}, Kubo {a:.6f}, plaq {b:.6f}")
print(f"polar reference {sigma_ref:.6f}")
print(f"final errors: Kubo {table[-1][3]-sigma_ref:.2e}, plaq {table[-1][4]-sigma_ref:.2e}")
print(f"reference in microsiemens {sigma_ref*quantum:.3f} uS (e^2/h = {quantum:.4f} uS)")
print(f"electron density {density*1e14:.3e} cm^-2")
print(f"mean Fermi radii {q_fermi[0]:.4f} and {q_fermi[1]:.4f} 1/nm")
print("NEGLECTED EFFECTS, sigma_xy in e^2/h")
print(f"at 4 K {cold:.5f}; at 300 K {hot:.5f}")
for shift in (-0.005, 0.005):
    print(f"Fermi level {1e3*(fermi+shift):.0f} meV: {polar_reference(fermi+shift)[0]:.5f}")
print(f"lifetime {lifetime_ps} ps: hbar/tau {damping*1e3:.3f} meV, at 4 K {damped:.5f}")
print(f"side-jump size, both valleys: inner {jump[0]:.3f}, outer {jump[1]:.3f}")
print(f"interband field scale {10*gap**2/speed:.3e} MV/cm")
spread = second_hop * speed**2 * (q_fermi[1]**2 - q_fermi[0]**2) / hop**2
print(f"second-neighbour hopping {second_hop} eV: level shift {spread*1e3:.4f} meV")
print("PASS")
```

It prints:

```
hopping 2.7 eV, bond 0.142 nm
exchange 40.0 meV, Rashba hopping 4.0 meV
Fermi level 15.0 meV, hbar*v 0.5751 eV nm
gap: lattice 11.807 meV, formula 11.867 meV
ring radius 0.0703 1/nm, zone edge 29.50 1/nm
norm bound L 0.7668, largest sampled 0.7655 eV nm
two-band curvature on ring 684.9 nm^2
band-2 curvature: Kubo 686.85, dynamics 687.22 nm^2
INSULATOR (Fermi level in gap), sigma_xy in e^2/h
Chern number 2; cells 4294, vertices 4795
finest cells per zone edge 8192
plaquettes, edges cut at hanging vertices -2.0000000000
plaquettes, edges not cut -1.9993258619
Kubo, 1x1 Gauss points per cell: error 1.46e-02
Kubo, 2x2 Gauss points per cell: error 1.39e-04
Kubo, 3x3 Gauss points per cell: error 4.99e-07
largest plaquette flux 0.008 rad, bound 2.494 rad
uniform 64x64: Kubo -0.14705, plaquettes 0.00000
uniform 128x128: Kubo -8.70133, plaquettes -0.00000
uniform 256x256: Kubo -0.75447, plaquettes -2.00000
parent-child rule, tol 5e-02 rad: -0.01496, cells 1024
parent-child rule, tol 1e-04 rad: -2.00042, cells 4792
METAL, sigma_xy in e^2/h
eta 4.0 meV: cells 5176, vertices 5857, Kubo -0.138667, plaq -0.138632
eta 2.0 meV: cells 9460, vertices 10861, Kubo -0.137572, plaq -0.137564
eta 1.0 meV: cells 18022, vertices 20867, Kubo -0.137311, plaq -0.137309
eta 0.5 meV: cells 35116, vertices 40845, Kubo -0.137247, plaq -0.137247
polar reference -0.137226
final errors: Kubo -2.10e-05, plaq -2.10e-05
reference in microsiemens -5.316 uS (e^2/h = 38.7405 uS)
electron density 1.073e+11 cm^-2
mean Fermi radii 0.0464 and 0.0943 1/nm
NEGLECTED EFFECTS, sigma_xy in e^2/h
at 4 K -0.13817; at 300 K -0.22825
Fermi level 10 meV: -0.37063
Fermi level 20 meV: -0.05650
lifetime 0.3 ps: hbar/tau 2.194 meV, at 4 K -0.13774
side-jump size, both valleys: inner 0.217, outer 0.752
interband field scale 2.424e-03 MV/cm
second-neighbour hopping 0.1 eV: level shift 0.0306 meV
PASS
```
